Exact Coulomb interference of slow electrons and its classical limit, part 2

Two slow, unpolarized electrons scatter through their Coulomb repulsion alone. The question is how the classical count of both electrons returns when they are slow, although the exchange term of the lowest-order (tree-level, one-photon) formula never fades:

dσ/dΩ = (1/4E)² [1/s⁴ + 1/c⁴ − 1/(s²c²)],   s = sin(θ/2), c = cos(θ/2).   (1)

Here θ is the centre-of-mass scattering angle, and either electron may be counted. E is the kinetic energy of the relative motion and v the relative speed. In v/c, c is the speed of light. The neglected magnetic and spin-dependent forces are of relative order (v/c)².

In atomic units ħ, the electron mass and e²/(4πε₀) are one, and

k = v/2,   E = v²/4 = k²,   η = 1/v = 1/(2k).   (3)

In ordinary units η = e²/(4πε₀ħv), and the length 1/(4E) is e²/(4πε₀·4E).

A classical orbit deflected by θ has impact parameter

b = (2/v²)(c/s) = cot(θ/2)/(2E).   (5)

Counting projectile and partner gives the classical sum

(dσ/dΩ)cl = (1/4E)² [1/s⁴ + 1/c⁴].   (7)

The exact Coulomb amplitude is

f(θ) = −(1/4E)(1/s²) exp(2iσ₀ − iη ln s²),   (17)

where σ₀ does not depend on the angle. The wave takes its asymptotic form only where κ = k(r − z) = 2krs² is large compared with 1 + η²; r is the distance between the electrons and z the coordinate along the incident direction.

Write f = f(θ) and f′ = f(π − θ). The spatial amplitude is f + f′ in the spin singlet and f − f′ in the triplet. The average over initial spins and sum over final ones give

dσ/dΩ = |f|² + |f′|² − Re(f f′*).   (20)

The next step is to evaluate the interference term f f′* in (20).

### The interference factor

From (17), with s and c exchanged in f′,

f f′* = (1/4E)² (1/s²c²) exp(−iη ln s² + iη ln c²) = (1/4E)² (1/s²c²) exp[−iη ln tan²(θ/2)].

The constant σ₀ has cancelled. The real part gives

dσ/dΩ = (1/4E)² [1/s⁴ + 1/c⁴ − cos(η ln tan²(θ/2))/(s²c²)].   (21)

Three limits check it. Replacing θ by π − θ changes the sign of the logarithm and leaves the cosine alone, as it must when either electron is counted. For η → 0 the cosine is one and the lowest-order formula (1) returns. Towards θ = 0 the interference term, divided by the classical sum, is at most about s² in size and disappears, because small deflections belong almost entirely to one of the two electrons.

For small η the cosine begins as 1 − ½η²[ln tan²(θ/2)]². Since η is proportional to e², this correction is beyond tree level. The lowest-order formula therefore needs v small compared with the speed of light and, wherever the exchange term matters, η|ln tan²(θ/2)| small compared with one, apart from narrow ranges around the isolated angles where this phase is a whole number of turns and (1) and (21) coincide. Near θ = 0 the second condition is not needed: the difference between (1) and (21), divided by the classical sum, is s²c²[1 − cos(η ln tan²(θ/2))]/(s⁴ + c⁴), at most about 2s² whatever the phase, and the same holds with c² near θ = π.

### Numbers at one angle

Take E = 10 eV and θ = 70°. Then η = 0.8248 and v/c = 0.0088, so the neglected forces are of relative order 10⁻⁴. The length 1/(4E) is 0.3600 Å. With s² = 0.3290 and c² = 0.6710,

1/s⁴ + 1/c⁴ = 9.24 + 2.22 = 11.46,   1/(s²c²) = 4.53.

The classical sum is 0.3600² × 11.46 = 1.485 Å²/sr. The phase is 0.8248 × ln(0.4903) = −0.588, and its cosine is 0.832. Equation (21) gives

0.3600² × (11.46 − 0.832 × 4.53) = 0.997 Å²/sr,

which is 0.671 of the classical sum. The cosine is already 17 per cent below its tree-level value of one.

At 0.1 eV the speed is ten times smaller, η = 8.248, and the phase is −5.879. That is close to a full turn, so the cosine is 0.919 and the ratio to the classical sum is 0.637. The electrons are much slower than before, yet the result at this angle lies further from the classical sum. At 0.001 eV the phase is −58.79, the cosine is −0.620, and the ratio is 1.245. A sequence of values at a fixed angle shows no approach to one.

The first two cross sections were also computed from amplitudes extracted from the summed wave function, with the spin average taken by explicit matrices. At 10 eV this gave 0.997 Å²/sr. At 0.1 eV it gave 9450 Å²/sr against 9455 Å²/sr from (21), a relative difference of about 5 × 10⁻⁴.

### How large the fringes are

Divide (21) by the classical sum:

Q(θ) = 1 − C cos Φ,   C = s²c²/(s⁴ + c⁴),   Φ = η ln tan²(θ/2).   (22)

With p = s²c² = ¼ sin²θ and s⁴ + c⁴ = 1 − 2p, the envelope is C = p/(1 − 2p). It rises with p and reaches its largest value, 1/2, at 90°. It does not contain η. The fringes are therefore confined between 1/2 and 3/2, and they do not become weaker when η grows.

At 90° the logarithm is zero, so Q = 1/2 for every η. The same holds for every energy, so a spread in the relative energy cannot remove the dip as long as the detector selects a fixed centre-of-mass angle. That is the case for a target at rest, where the laboratory angle is θ/2 at any beam energy. It is not the case for two head-on beams and a fixed detector. Independent relative energy spreads δ (rms) in the two beams set the centre of mass in motion and spread cos θ by δ/(2√2). The phase then spreads by ηδ/√2, and the ratio at 90° rises to about 1 − ½exp(−η²δ²/4). At 0.001 eV a spread of 2 per cent lifts it from 0.50 to 0.75. Away from 90° an energy spread does change the phase and can wash out the fringes.

The cosine is −1 where

tan(θ/2) = exp[(2n + 1)π/(2η)],   n = 0, ±1, ±2, …   (23)

At 0.001 eV, where η = 82.48, the fringe next to 90° has the exponent π/164.96 = 0.01904, which puts it at 91.09°. The maximum of Q, located numerically, lies at 91.091° and agrees with (23) within the tested margin of 0.001°. A small shift is expected because C falls on moving away from 90°. The ratio at the maximum is 1.4996. Between 90° and this fringe, a distance of about one degree, the count changes by a factor of three.

### Why the fringes become narrow

Write ln tan²(θ/2) = 2 ln tan(θ/2) and differentiate:

dΦ/dθ = η/(sc) = 2η/sin θ.   (24)

The derivative is nowhere zero and is at least 2η. A change of 2π in the phase needs approximately the angle

Δθ = π sin θ/η,   (25)

provided that sin θ changes little over this angle. At 90° this is 180°/η: 21.8° at 0.1 eV and 2.18° at 0.001 eV. At 10 eV the formula yields 218°, more than the whole range of θ. That number gives the local rate of the phase, not the distance between visible fringes.

The orbits explain the rate. From (17) the phase of f changes with angle as −η cot(θ/2). By (5) and η = 1/(2k), this equals −kb(θ), minus the angular momentum of the orbit in units of ħ. The phase of f′ changes by +kb(π − θ), because its angle decreases when θ increases. Thus

dΦ/dθ = k[b(θ) + b(π − θ)] = η[cot(θ/2) + tan(θ/2)] = 2η/sin θ.

Two classical orbits lead an electron to the detector, one for the projectile and one for the partner. Where the fringes are narrow, their spacing is close to 2π divided by the sum of the two angular momenta in units of ħ. When the angular momenta are large on this scale, the fringes are fine.

### A detector with finite opening

A real detector collects a range of angles. Let it accept a band in θ with uniform efficiency, and put x = cos θ, so that the solid angle is proportional to dx. Then

s² = (1 − x)/2,   c² = (1 + x)/2.

The classical bracket is 4/(1 − x)² + 4/(1 + x)², and its integral is

4/(1 − x) − 4/(1 + x) = 8x/(1 − x²).   (26)

For the interference term define y = artanh x. Then dy = dx/(1 − x²) and

ln tan²(θ/2) = ln[(1 − x)/(1 + x)] = −2y,   dx/(s²c²) = 4dx/(1 − x²) = 4dy.

In the variable y the fringes are equally spaced and the envelope is constant. The integral is elementary:

∫ 4 cos(2ηy) dy = (2/η) sin(2ηy).   (27)

For a band from x₁ to x₂ > x₁, the ratio of the count from (21) to the classical count is therefore

R = 1 − (2/η)[sin(2ηy₂) − sin(2ηy₁)]/D,   D = 8x₂/(1 − x₂²) − 8x₁/(1 − x₁²).   (28)

The difference of the sines is at most 2 in size, so

|R − 1| ≤ 4/(ηD).   (29)

For a fixed band D is a fixed positive number, and R tends to one at least as fast as 1/η. This is the sense in which rapid oscillation restores the classical sum.

Sharp edges are not essential. If the efficiency is a smooth function W that vanishes at the ends of the band, integration by parts turns ∫ 4W cos(2ηy) dy into −(2/η) ∫ (dW/dy) sin(2ηy) dy. This again falls at least as fast as 1/η.

### The band around 90°

Place the band symmetrically, −X < x < X, with Y = artanh X. The sines add to 2 sin(2ηY), and D = 16X/(1 − X²), so

R = 1 − (1 − X²) sin(2ηY)/(4ηX).   (30)

Three limits show what it contains. If η → 0 at fixed X, then sin(2ηY) → 2ηY and R → 1 − Y(1 − X²)/(2X), the tree-level value. If X → 0 at fixed η, then Y ≈ X and R → 1/2: a detector much narrower than a fringe still sees the dip. If η → ∞ at fixed X, then R → 1. The last two limits cannot be interchanged. For a narrow band what matters is ηX, which is proportional to the width of the band measured in fringes.

For the band from 80° to 100°, X = 0.17365 and Y = 0.17543. The tree-level value is 0.510. With B = (1 − X²)/(4ηX), the full formula gives:

- At 10 eV, 2ηY = 0.289, its sine is 0.285 and B = 1.693, so R = 1 − 0.483 = 0.517.
- At 0.1 eV, 2ηY = 2.894, its sine is 0.245 and B = 0.1693, so R = 1 − 0.042 = 0.958.
- At 0.001 eV, 2ηY = 28.94, its sine is −0.617 and B = 0.0169, so R = 1 + 0.010 = 1.010.

The quantity B is also the bound on |R − 1|. At 10 eV it exceeds one and says nothing useful, while at the lowest energy it guarantees the classical count within 1.7 per cent. By (30) the ratio passes above one whenever sin(2ηY) is negative, that is, when the edge phase 2ηY, less any full turns, lies between π and 2π. For large η this is the stretch from the peak of a bright fringe to the bottom of the next dark one, counted outward from 90°. At 0.001 eV the edge phase is 28.94 − 8π = 3.81, past π, whereas at 0.1 eV it is 2.894, short of it. Direct integration of the singlet and triplet amplitudes over the angles tested (30) at all three energies, and (28) for a second band from 50° to 70°.

### Where the result stops being valid

To see the fringes at large η, the angle must be resolved better than (25). The energy spread matters too, and more so for fringes farther from 90°, where the phase Φ is larger in size. As η varies as E^{−1/2}, a small energy change δE shifts the phase by −½Φ δE/E. At 0.001 eV and 70° the phase is 58.8 in size, and a relative energy change of 3.4 per cent shifts it by one radian.

The Coulomb field must also be free of disturbance over the orbits concerned, and these are large. For a deflection of 90° the closest approach is (1 + √2)/(2E), which at 0.001 eV is about 17400 Å. The phase takes its final form only much farther out, where κ is large compared with 1 + η². At 90° κ = kr, so at 0.001 eV r must be large compared with η²/k, about 0.06 mm. If other charges or stray fields noticeably change the relative motion within such distances, the phase in (17) is no longer that of two isolated electrons, and (21) does not apply as it stands. At high speeds the limit is set instead by the neglected magnetic and spin-dependent forces, together with the relativistic correction to the kinetic energy, which is also of relative order (v/c)².

Within these conditions the exchange term keeps its full local strength at any η. At large η, a detector that spans many fringes registers nearly the classical count. The numerical output below lists the values for the three energies.

Calculated quantities

```
angle for point values: 70 deg
window: 80 to 100 deg
window X = 0.17365, Y = 0.17543 (dimensionless)
--- relative energy E = 10 eV
eta = 0.8248 (dimensionless)
v/c = 8.847e-03 (dimensionless)
length e^2/(4E) = 0.35999 angstrom
local fringe spacing at 90 deg = 218.236 deg
phase at 70 deg = -0.5879 rad
interference cosine at 70 deg = 0.8321
classical sum at 70 deg = 1.4852 angstrom^2/sr
quantum result at 70 deg = 0.99667 angstrom^2/sr
quantum/classical at 70 deg = 0.6711
window ratio R = 0.51692
bound on |R-1| = 1.69288
--- relative energy E = 0.1 eV
eta = 8.2479 (dimensionless)
v/c = 8.847e-04 (dimensionless)
length e^2/(4E) = 35.999 angstrom
local fringe spacing at 90 deg = 21.824 deg
phase at 70 deg = -5.8788 rad
interference cosine at 70 deg = 0.9193
classical sum at 70 deg = 14852 angstrom^2/sr
quantum result at 70 deg = 9454.7 angstrom^2/sr
quantum/classical at 70 deg = 0.6366
window ratio R = 0.95848
bound on |R-1| = 0.16929
--- relative energy E = 0.001 eV
eta = 82.4794 (dimensionless)
v/c = 8.847e-05 (dimensionless)
length e^2/(4E) = 3599.9 angstrom
local fringe spacing at 90 deg = 2.182 deg
phase at 70 deg = -58.7877 rad
interference cosine at 70 deg = -0.6196
classical sum at 70 deg = 1.4852e+08 angstrom^2/sr
quantum result at 70 deg = 1.8489e+08 angstrom^2/sr
quantum/classical at 70 deg = 1.2449
window ratio R = 1.01043
bound on |R-1| = 0.01693
--- checks
E = 10 eV: amplitude relative error = 4.5e-08
E = 10 eV: spin-trace result = 0.99667 angstrom^2/sr
E = 0.1 eV: amplitude relative error = 2.5e-04
E = 0.1 eV: spin-trace result = 9450.4 angstrom^2/sr
orbit sum, 0.1 eV, 70 deg = 14852 angstrom^2/sr
window ratio for eta -> 0 = 0.51011
first bright fringe, 0.001 eV = 91.091 deg
quantum/classical at that fringe = 1.4996
quantum/classical at 90 deg = 0.5000
```
